# The Purcell factor of a lossy cavity mode from the golden rule

## A lifetime that shrinks 251 times

An emitter with a transition energy of 2.000 eV and a transition dipole of 1 e·Å sits in a transparent medium of refractive index 1.5. Left alone, its excited state lives for 22 ns. Put the same emitter at the centre of a small box with reflecting walls, filled with the same medium and tuned to 2.000 eV, with its dipole along the field of the box mode, and emission into the box mode alone gives a lifetime of 0.087 ns. The rate has grown by a factor of 251, although the mode is a poor resonator that loses its photon after some tens of optical cycles (\(Q=200\)).

As long as the emitter–mode coupling is weak compared with the loss rate of the mode, the factor turns out to be independent of the dipole strength. It follows from two applications of the golden rule: one to the cavity mode, one to the unbounded medium.

## Setting and conventions

The algebra uses atomic units, with \(\hbar=1\) and \(4\pi\varepsilon_0=1\), so energies, angular frequencies and rates share one unit. The speed of light is \(c\). The medium has a real refractive index \(n\) that does not vary with frequency or position, and it is nonmagnetic. Its field energy is

\[
U=\frac{1}{8\pi}\int\left(n^2E^2+B^2\right)d^3r .
\]

The emitter has two levels separated by \(\omega_a\) and a real transition dipole vector \(\mathbf d\) of length \(d\). It is small compared with the wavelength, so it feels the field at one point \(\mathbf r\). Any difference between the average field in the medium and the field acting on the emitter is left out.

The cavity has one relevant mode, of energy \(\omega_c\). Its photon number decays as \(e^{-\kappa t}\), and \(Q=\omega_c/\kappa\gg1\). The mode shape is a real vector function \(\mathbf f(\mathbf r)\), scaled so that its largest modulus is 1. The mode volume is

\[
V=\int|\mathbf f|^2\,d^3r .
\]

## The field of one photon

Write the electric field of the mode as

\[
\mathbf E=i s\,\mathbf f(\mathbf r)\,(a-a^\dagger),
\]

where \(s\) is an unknown amplitude. It is fixed by requiring that one photon add the energy \(\omega_c\).

In a state with \(N\) photons, the terms \(a^2\) and \(a^{\dagger2}\) have zero mean, so

\[
\langle E^2\rangle=s^2|\mathbf f|^2\langle aa^\dagger+a^\dagger a\rangle=s^2|\mathbf f|^2(2N+1).
\]

One photon therefore adds \(2s^2|\mathbf f|^2\), and the electric energy rises by

\[
\frac{n^2}{8\pi}\,2s^2V=\frac{n^2s^2V}{4\pi}.
\]

For the magnetic part, use \(\nabla\times\mathbf E=-(1/c)\,\partial\mathbf B/\partial t\). Since \(a\) varies as \(e^{-i\omega_ct}\), this gives

\[
\mathbf B=\frac{sc}{\omega_c}(\nabla\times\mathbf f)(a+a^\dagger).
\]

One photon adds \(2s^2(c/\omega_c)^2|\nabla\times\mathbf f|^2\) to \(\langle B^2\rangle\). The mode obeys the wave equation \(\nabla\times\nabla\times\mathbf f=(n\omega_c/c)^2\mathbf f\). Integrating by parts, with no surface term because the tangential field vanishes on reflecting walls,

\[
\int|\nabla\times\mathbf f|^2d^3r=\int\mathbf f\cdot(\nabla\times\nabla\times\mathbf f)\,d^3r=\frac{n^2\omega_c^2}{c^2}V .
\]

The magnetic share is thus also \(n^2s^2V/(4\pi)\). Setting the sum equal to \(\omega_c\) gives

\[
\frac{n^2s^2V}{2\pi}=\omega_c
\quad\Rightarrow\quad
s^2=\frac{2\pi\omega_c}{n^2V}.
\]

A smaller volume means a stronger field per photon. For a cavity that leaks, this normalization is an approximation: it needs \(Q\gg1\), so that the field stored inside is well defined, and relative corrections of order \(1/Q\) are left uncontrolled. It also assumes that the walls store a negligible share of the energy, which a large \(Q\) alone does not guarantee.

## Coupling: position and orientation

The interaction is \(-\mathbf D\cdot\mathbf E\), where the dipole operator \(\mathbf D\) has the matrix element \(\mathbf d\) between the two levels. Emission takes \(|e,0\rangle\) to \(|g,1\rangle\), and the term with \(a^\dagger\) contributes:

\[
\langle g,1|-\mathbf D\cdot\mathbf E|e,0\rangle=i s\,\mathbf d\cdot\mathbf f(\mathbf r).
\]

Call its modulus \(g\), and let \(\theta\) be the angle between the dipole and the local field. Then

\[
g^2=\frac{2\pi\omega_c}{n^2V}\,d^2\,|\mathbf f(\mathbf r)|^2\cos^2\theta .
\]

An emitter at a node of the field, or at right angles to it, does not emit into this mode.

## Why the density of states is a Lorentzian

The golden rule needs a continuum of final states, while a closed mode offers one sharp state. The continuum comes from the loss. Let \(|j\rangle\), with energies \(\omega_j\), be the one-photon eigenstates of the mode and its outside world together. The emitter reaches \(|j\rangle\) through the part of it that lies in the cavity mode \(|1\rangle\), so the matrix element has modulus \(g|\langle j|1\rangle|\). The rate is

\[
\Gamma_c=2\pi\sum_j g^2|\langle j|1\rangle|^2\delta(\omega_a-\omega_j)=2\pi g^2\rho(\omega_a),
\]

\[
\rho(\omega)=\sum_j|\langle j|1\rangle|^2\delta(\omega-\omega_j).
\]

To find \(\rho\), consider a photon placed in the mode with no emitter present. The amplitude for finding it there later is

\[
A(t)=\sum_j|\langle j|1\rangle|^2e^{-i\omega_jt}=\int\rho(\omega)e^{-i\omega t}d\omega .
\]

The photon number decays at rate \(\kappa\), so the amplitude decays at \(\kappa/2\). Since \(\rho\) is real, \(A(-t)=A(t)^*\), and therefore \(A(t)=e^{-i\omega_ct-\kappa|t|/2}\). Inverting the Fourier integral, and noting that negative times give the complex conjugate of positive times,

\[
\rho(\omega)=\frac1\pi\,\mathrm{Re}\int_0^\infty e^{i(\omega-\omega_c)t-\kappa t/2}dt
=\frac1\pi\,\mathrm{Re}\,\frac{1}{\kappa/2-i(\omega-\omega_c)} .
\]

Taking the real part,

\[
\rho(\omega)=\frac1\pi\,\frac{\kappa/2}{(\omega-\omega_c)^2+\kappa^2/4}.
\]

Its integral is \(A(0)=1\): loss spreads one state over a width \(\kappa\) without creating more. The peak height is \(2/(\pi\kappa)\), so a longer photon lifetime concentrates the state near resonance.

The Lorentzian rests on exponential decay, which requires the squared coupling to the outside levels, multiplied by their density, to be nearly constant across the line. The numerical check tests it by diagonalizing a mode coupled equally to 1200 evenly spaced outside levels. Within two linewidths of the centre, the resulting density differs from the Lorentzian by at most 1.51 percent of its local value.

## The rate into the cavity mode

With the detuning \(\Delta=\omega_a-\omega_c\), the golden rule gives

\[
\Gamma_c=2\pi g^2\,\frac1\pi\,\frac{\kappa/2}{\Delta^2+\kappa^2/4}
=\frac{g^2\kappa}{\Delta^2+\kappa^2/4}
=\frac{4g^2}{\kappa}\,\frac{1}{1+4\Delta^2/\kappa^2}.
\]

Insert \(g^2\). The factor \(\omega_c\) in it combines with \(1/\kappa\) to form \(Q\), and \(4\times2\pi=8\pi\):

\[
\Gamma_c=\frac{8\pi Q\,d^2}{n^2V}\,
\frac{|\mathbf f(\mathbf r)|^2\cos^2\theta}{1+4Q^2\Delta^2/\omega_c^2}.
\]

## The rate in the unbounded medium

For the reference rate, use plane waves in a large periodic box of volume \(\Omega\). A plane wave has modulus 1 everywhere, so its mode volume is \(\Omega\). The energy argument carries over, since the electric and magnetic shares are again equal, and \(s^2=2\pi\omega/(n^2\Omega)\).

The allowed wavevectors have density \(\Omega/(2\pi)^3\), each with two polarizations, and \(k=n\omega/c\). The number of modes per unit energy is

\[
2\,\frac{\Omega}{(2\pi)^3}\,4\pi k^2\frac{dk}{d\omega}
=\frac{\Omega k^2}{\pi^2}\frac nc
=\frac{\Omega n^3\omega^2}{\pi^2c^3}.
\]

Next comes the orientation. For a wave travelling at angle \(\vartheta\) to the dipole, the squared projections on the two polarizations add up to \(\sin^2\vartheta\). The average of this over all directions is \(2/3\), which is \(1/3\) per mode. The golden rule then gives

\[
\Gamma_0=2\pi\cdot\frac{2\pi\omega_a}{n^2\Omega}\cdot\frac{d^2}{3}\cdot\frac{\Omega n^3\omega_a^2}{\pi^2c^3}
=\frac{4n\omega_a^3d^2}{3c^3}.
\]

The volume \(\Omega\) has cancelled, as it must. For the emitter of the opening this is \(2.999\times10^{-8}\) eV, or 22 ns. An explicit sum over plane waves gives \(3.004\times10^{-8}\) eV, higher by 0.19 percent. The sum replaces the delta function by a Gaussian of relative width \(1/40\), and the mean of \(\omega^3\) over such a Gaussian exceeds the central value by the fraction \(3/40^2=0.0019\), which accounts for the difference.

## The ratio

Take first an emitter on resonance, at the field maximum and aligned with the field:

\[
\frac{\Gamma_c}{\Gamma_0}
=\frac{8\pi Qd^2}{n^2V}\cdot\frac{3c^3}{4n\omega_a^3d^2}
=\frac{6\pi Q}{V}\,\frac{c^3}{n^3\omega_a^3}.
\]

The dipole strength has dropped out, because both rates are proportional to \(d^2\). With the vacuum wavelength \(\lambda_a=2\pi c/\omega_a\), we have \(c^3/\omega_a^3=\lambda_a^3/(8\pi^3)\), and \(6\pi/(8\pi^3)=3/(4\pi^2)\). This is the Purcell factor,

\[
F_P=\frac{3}{4\pi^2}\left(\frac{\lambda_a}{n}\right)^3\frac QV .
\]

For a general position, orientation and detuning,

\[
F=\frac{\Gamma_c}{\Gamma_0}
=F_P\;|\mathbf f(\mathbf r)|^2\;\cos^2\theta\;\frac{1}{1+4Q^2(\omega_a-\omega_c)^2/\omega_c^2}.
\]

The wavelength belongs to the emitter, since it enters through \(\Gamma_0\). Using the cavity wavelength instead changes \(F\) by a relative amount of about \(3|\Delta|/\omega_c\). The model does not control corrections of that order, because it rests on approximations that hold near resonance, among them a Lorentzian line and a constant \(\kappa\). The formula is meant for \(|\Delta|\ll\omega_c\).

## The box in numbers

The box has a square base of side \(L\) and a height \(H=2000\) Å. Its lowest mode has the field along the height,

\[
\mathbf f=\hat{\mathbf z}\,\sin\frac{\pi x}{L}\,\sin\frac{\pi y}{L},
\qquad
\omega_c=\frac cn\,\frac{\sqrt2\,\pi}{L}.
\]

An energy of 2.000 eV requires \(L=2922\) Å. Each squared sine averages to \(1/2\), so \(V=L^2H/4=4.270\times10^9\) Å³. The wavelength in the medium is 4133 Å. The value \(Q=200\) is assigned, not computed from a wall material, and it gives \(\kappa=0.0100\) eV. The values of \(L\) and \(V\) are those of perfect walls. In silver or gold at 2 eV the field penetrates some 200 to 300 Å into the wall, which is not small against a box of this size. For real metal walls the resonance, the mode volume and \(Q\) all change substantially and have to be computed with the material.

For the ideally placed emitter,

\[
F_P=\frac{3}{4\pi^2}\cdot\frac{(4132.8)^3}{4.270\times10^9}\cdot200
=0.07599\times16.53\times200=251 .
\]

The same number follows from the rates. The coupling is \(g=1.372\times10^{-4}\) eV, so \(4g^2/\kappa=7.53\times10^{-6}\) eV, and division by \(2.999\times10^{-8}\) eV again gives 251. Corrections of relative order \(1/Q=0.5\) percent lie outside the model, so the last figure is uncertain by about one unit.

Now move the emitter to \(x=L/3\), \(y=L/2\), tilt its dipole by 40° from the field, and lower its energy to 1.997 eV. The factors are:

- position: \(\sin^2(\pi/3)\,\sin^2(\pi/2)=0.750\);
- orientation: \(\cos^2 40^\circ=0.587\);
- detuning: \(2Q|\Delta|/\omega_c=400\times0.003/2.000=0.60\), hence \(1/(1+0.36)=0.735\).

With \(F_P=252.4\) at the emitter's own wavelength,

\[
F=252.4\times0.750\times0.587\times0.735=81.7,
\]

and the lifetime for this channel is 0.27 ns. Here \(3|\Delta|/\omega_c=0.45\) percent, which the model does not control, so the last figure of 81.7 is arithmetic only and the meaningful result is \(F\approx82\). Three modest imperfections together cost two thirds of the enhancement.

The program also follows the decay without the golden rule, by diagonalizing emitter, mode and outside levels together. Dividing the decay rates found in this way by the plane-wave sums gives 251.0 and 81.9 for the two emitters, within 0.3 percent of the formula.

## What the factor counts

\(F\) compares emission into one mode with emission into all modes of the unbounded medium. The total decay rate in a cavity also contains emission into other modes and any nonradiative decay. A value \(F<1\) therefore does not by itself mean that the emitter lives longer than in the medium.

In the box, the next resonance lies at 2.504 eV, about 50 linewidths away, which supports the single-mode treatment near 2 eV. The contribution of the other modes has not been computed. An emitter very close to an absorbing wall can also lose energy directly to the wall, which the formula leaves out. Moreover, \(\kappa\) includes every loss of the mode: a photon counted in \(F\) may leave as light or be absorbed in the walls.

## Where the factor 3 comes from

Consider a single emitter on resonance, placed with equal probability anywhere in the cavity and with a random dipole direction. The medium fills the whole cavity volume \(V_{\rm box}\). Several resonant emitters sharing the mode would affect each other's decay, which this average leaves out. The direction average of \(\cos^2\theta\) is \(1/3\). By the definition of \(V\), the position average of \(|\mathbf f|^2\) is \(V/V_{\rm box}\). The mean enhancement is

\[
\bar F=\frac{F_P}{3}\,\frac{V}{V_{\rm box}}
=\frac{2\pi Q\,c^3}{n^3\omega_c^3V_{\rm box}} .
\]

Compare this with the peak density of the cavity mode divided by the number of modes per unit energy that the unbounded medium has in the same volume:

\[
\frac{2/(\pi\kappa)}{V_{\rm box}\,n^3\omega_c^2/(\pi^2c^3)}
=\frac{2\pi c^3}{\kappa\,n^3\omega_c^2V_{\rm box}}
=\frac{2\pi Q\,c^3}{n^3\omega_c^3V_{\rm box}} .
\]

The two agree. On average, the enhancement is a plain ratio of mode densities. An aligned dipole gains a factor 3 over this average, and a place at the field maximum gains \(V_{\rm box}/V\), which is 4 for this box. In numbers, \(251.2/12=20.9\), and counting plane waves explicitly also gives 20.9.

## Where the growth with Q ends

The golden rule assumes that the photon leaves before the emitter can reabsorb it. To see when this fails, take \(\omega_a=\omega_c\) and measure energies from this value. Let \(b\) be the amplitude of \(|e,0\rangle\) and \(u\) that of \(|g,1\rangle\), with phases chosen so that the coupling is real:

\[
i\dot b=g\,u,\qquad i\dot u=g\,b-\frac{i\kappa}{2}u .
\]

A solution proportional to \(e^{-izt}\) needs \(zb=gu\) and \((z+i\kappa/2)u=gb\). Eliminating the amplitudes gives \(z^2+i\kappa z/2-g^2=0\), so

\[
z=-\frac{i\kappa}{4}\pm\sqrt{g^2-\frac{\kappa^2}{16}} .
\]

In each solution, the populations decay at the rate \(-2\,\mathrm{Im}\,z\). An emitter that starts excited, with the mode empty, is a superposition of both solutions. For \(g<\kappa/4\) the faster one dies out first, and the late decay follows the slower rate

\[
\Gamma_{\rm slow}=\frac\kappa2\left(1-\sqrt{1-\frac{16g^2}{\kappa^2}}\right)
\approx\frac{4g^2}{\kappa}\left(1+\frac{4g^2}{\kappa^2}\right),
\]

where \(\sqrt{1-y}\approx1-y/2-y^2/8\) was used with \(y=16g^2/\kappa^2\). The leading term is the golden-rule rate. At \(Q=200\) the relative correction is \(7.5\times10^{-4}\), so the golden rule is safe there.

For \(g>\kappa/4\) the square root is real. Both solutions then decay at \(\kappa/2\), and their energies differ by \(2\sqrt{g^2-\kappa^2/16}\). When \(g\) is well above \(\kappa/4\), the excitation passes back and forth between emitter and mode while it leaks away. Just above \(\kappa/4\), almost all of it is lost before any can return to the emitter. The square root becomes real at

\[
Q=\frac{\omega_c}{4g}=\frac{2.000}{4\times1.372\times10^{-4}}\approx3640 .
\]

For the ideally placed emitter:

| \(Q\) | golden rule (eV) | slower solution (eV) |
|---|---|---|
| 200 | \(7.53\times10^{-6}\) | \(7.54\times10^{-6}\) |
| 1000 | \(3.77\times10^{-5}\) | \(3.84\times10^{-5}\) |
| 3000 | \(1.13\times10^{-4}\) | \(1.44\times10^{-4}\) |
| 20000 | \(7.53\times10^{-4}\) | \(5.00\times10^{-5}\) |

At \(Q=3000\) the golden rule is already 22 percent below the slower rate. On average the emitter nevertheless stays excited longer than the golden rule says, because its decay starts slowly while the mode is still empty. Only at late times, once the excited population has fallen to about a tenth, does it drop below the golden-rule exponential. Integrating the equations of motion over time gives a mean lifetime of \(\kappa/(4g^2)+1/\kappa\), here 17 percent above the golden-rule value. At \(Q=20000\) the golden-rule rate is 15 times the decay rate of the two solutions, and their energies are split by \(2.7\times10^{-4}\) eV. The dipole strength, absent from \(F_P\), returns here: through \(g\), which also depends on the mode volume, it helps to set the \(Q\) up to which \(F_P\) can be used.

A second limit comes from the emitter's own linewidth. The derivation evaluates \(\rho\) at one energy. An emitter line of finite width samples \(\rho\) across that width, including the lower parts on either side of the peak, so \(F_P\) overestimates the enhancement on resonance. For a Lorentzian emitter line of full width \(\gamma\) at half maximum, the widths add: averaging \(\rho\) over the line gives a Lorentzian of width \(\kappa+\gamma\). Its peak is lower by the factor \(\kappa/(\kappa+\gamma)\), and so is the enhancement. The loss is already one third at \(\gamma=\kappa/2\) and one half at \(\gamma=\kappa\), so \(F_P\) needs \(\gamma\ll\kappa\). In the box above \(\kappa\) is 10 meV, while many solid-state and molecular emitters at room temperature have lines tens of meV wide; at \(\gamma=30\) meV the factor 251 drops to 63.

## Table of computed values

```
refractive index n                    1.50
quality factor Q                      200
cavity energy                         2.000 eV
linewidth kappa                       0.01000 eV
transition dipole                     1.00 e angstrom
vacuum wavelength at cavity energy    6199.2 angstrom
wavelength in medium, same energy     4132.8 angstrom
box base length L                     2922.3 angstrom
box height H                          2000.0 angstrom
mode volume V                         4.2700e+09 angstrom^3
next box resonance                    2.504 eV
magnetic/electric energy of mode      1.000000
largest error of Lorentzian density   1.51 percent
IDEAL EMITTER (centre, aligned, resonant)
coupling g                            1.3724e-04 eV
g/kappa                               0.01372
rate in medium, formula               2.9986e-08 eV
rate in medium, plane-wave sum        3.0042e-08 eV
cavity rate, golden rule              7.5337e-06 eV
cavity rate, exact dynamics           7.5393e-06 eV
Purcell factor, formula               251.24
Purcell factor, dynamics/sum          250.96
lifetime in medium                    21.951 ns
lifetime for cavity channel           0.0874 ns
DISPLACED, TILTED, DETUNED EMITTER
emitter energy                        1.997 eV
vacuum wavelength at emitter energy   6208.5 angstrom
position x/L, y/L                     0.3333, 0.5000
tilt angle                            40.0 degrees
ideal factor at emitter wavelength    252.38
position factor                       0.7500
orientation factor                    0.5868
detuning factor                       0.7353
coupling g                            9.1046e-05 eV
rate in medium, formula               2.9851e-08 eV
cavity rate, golden rule              2.4380e-06 eV
cavity rate, exact dynamics           2.4483e-06 eV
enhancement F, formula                81.67
enhancement F, dynamics/sum           81.86
lifetime for cavity channel           0.2700 ns
AVERAGE OVER POSITIONS AND DIRECTIONS (resonant)
mean of |f|^2, mean of cos^2          0.2500, 0.3333
mean F, ratio of mode densities       20.937, 20.924
LIMIT OF THE GOLDEN RULE (ideal emitter)
relative correction at Q = 200        7.545e-04
Q where the poles meet                3643
Q, golden-rule rate (eV), slow-pole rate (eV), splitting (eV)
   200  7.5337e-06  7.5394e-06  0.0000e+00
  1000  3.7669e-05  3.8406e-05  0.0000e+00
  3000  1.1301e-04  1.4419e-04  0.0000e+00
 20000  7.5337e-04  5.0000e-05  2.6988e-04
```
